\section*{Energy to remove terrace and kink atoms from fcc (111)}

\section{Problem}

Sputtering removes atoms from a surface, and each atom that leaves must pay for the bonds that held it. A simple crystal model shows how this price depends on the site.

Consider an infinite fcc crystal with cubic lattice constant $a$ and nearest-neighbour distance $d=a/\sqrt2$. Two neighbouring atoms at distance $d$ contribute an energy $-\varepsilon$, with $\varepsilon>0$. This is the minimum of the bond energy as a function of length, and the bond has died out before the second-neighbour distance $\sqrt2\,d$. There is no other interaction. All atoms are at rest, and a free atom has energy zero. The energy of any piece of crystal with $N_{\rm b}$ bonds is then
\begin{equation}
E=-\varepsilon N_{\rm b}.
\label{eq:energy}
\end{equation}

The cohesive energy $E_{\rm c}$ is the energy per atom needed to separate the infinite crystal into free atoms. The removal cost $W$ of one atom is the final energy minus the initial energy, where the final state consists of the remaining crystal and the free atom at rest:
\begin{equation}
W=E_{\rm after}-E_{\rm before}.
\label{eq:cost}
\end{equation}
Algebraic energies are in hartree; numbers are given in eV and angstrom.

Find $W/E_{\rm c}$ for
\begin{enumerate}
\item an atom in a complete, flat (111) surface layer, called a terrace atom;
\item an atom at a kink, where a close-packed row at the edge of a long (111) step comes to an end.
\end{enumerate}
Then evaluate both costs for $E_{\rm c}=3.5$ eV and $a=3.6$ angstrom, and find what the difference would mean for a sputtering yield.

\section{A tempting solution}

An atom inside the crystal has 12 neighbours and is bound by $E_{\rm c}$. Each neighbour therefore supplies $E_{\rm c}/12$. A terrace atom has lost the three neighbours above it and keeps nine, while a kink atom keeps six. Hence
\begin{equation}
W_{\rm terrace}\overset{?}{=}\frac{9}{12}E_{\rm c}=0.75\,E_{\rm c},
\qquad
W_{\rm kink}\overset{?}{=}\frac{6}{12}E_{\rm c}=0.5\,E_{\rm c}.
\label{eq:wrong}
\end{equation}
The answer looks reasonable, because a surface atom comes out less strongly bound than an interior one.

\section{Where it fails}

The neighbour counts are right. The fault is the statement that an interior atom is bound by $E_{\rm c}$, if ``bound by'' means the cost of taking that one atom away.

In a crystal of $N$ atoms, with $N$ so large that its surface can be neglected, every atom touches 12 bonds. The product $12N$ counts each bond twice, once from each end, so $N_{\rm b}=12N/2=6N$. Separating everything costs $6N\varepsilon$, and per atom
\begin{equation}
E_{\rm c}=6\varepsilon .
\label{eq:cohesive}
\end{equation}
The factor $1/2$ assigns half of each bond to each partner. It is correct when all atoms are separated, because the other half is then charged to the other atom. When a single atom is removed, nobody else pays. If it has $n$ neighbours, $n$ whole bonds disappear:
\begin{equation}
W=-\varepsilon(N_{\rm b}-n)-(-\varepsilon N_{\rm b})=n\varepsilon
=\frac{n}{6}E_{\rm c}.
\label{eq:rule}
\end{equation}
In the language of shares, the removed atom loses its own share $n\varepsilon/2$, and its $n$ neighbours lose $\varepsilon/2$ each. The tempting solution leaves out the second half.

Equation~(\ref{eq:rule}) also shows what the ratio $9/12$ does mean. Taking one interior atom out to the vacuum costs $12\varepsilon=2E_{\rm c}$ and leaves a vacancy. The terrace atom costs three quarters of that amount, not three quarters of $E_{\rm c}$. It is indeed easier to remove than an interior atom.

\section{The terrace atom}

The neighbour counts now need a proof. With the atom at the origin and lengths in units of $a/2$, the twelve neighbours are at $(\pm1,\pm1,0)$, $(\pm1,0,\pm1)$ and $(0,\pm1,\pm1)$. The outward normal is along $(1,1,1)$, so the sum of the components,
\begin{equation}
\ell=x+y+z,
\end{equation}
tells whether a neighbour $(x,y,z)$ lies above the surface layer, in it or below it:
\begin{align}
\ell=+2:&\quad (1,1,0),\ (1,0,1),\ (0,1,1);\nonumber\\
\ell=0:&\quad \pm(1,-1,0),\ \pm(1,0,-1),\ \pm(0,1,-1);\\
\ell=-2:&\quad (-1,-1,0),\ (-1,0,-1),\ (0,-1,-1).\nonumber
\end{align}
At a flat surface the three upper sites are empty, and the other nine are occupied. Equation~(\ref{eq:rule}) gives
\begin{equation}
\boxed{W_{\rm terrace}=9\varepsilon=\tfrac32E_{\rm c}.}
\label{eq:terrace}
\end{equation}

The same reasoning covers other flat faces. Let $Z=12$ be the bulk coordination and $Z_\parallel$ the number of neighbours in the surface plane. For every neighbour above the plane there is one at the opposite position below it, so $(Z-Z_\parallel)/2$ neighbours lie below. Therefore
\begin{equation}
n=Z_\parallel+\frac{Z-Z_\parallel}{2}=\frac{Z+Z_\parallel}{2},
\qquad
\frac{W}{E_{\rm c}}=\frac{n\varepsilon}{Z\varepsilon/2}
=1+\frac{Z_\parallel}{Z}.
\label{eq:faces}
\end{equation}
For (111), $Z_\parallel=6$ and the ratio is $3/2$. For (100), the in-plane neighbours are $(0,\pm1,\pm1)$, so $Z_\parallel=4$ and the ratio is $4/3$. For (110), they are $\pm(1,-1,0)$, so $Z_\parallel=2$ and the ratio is $7/6$. The excess over $E_{\rm c}$ comes from the bonds within the surface plane.

\section{The kink atom}

Let the step edge run along $(1,-1,0)$. Within a layer, two more coordinates locate a site relative to the kink atom:
\begin{equation}
w=x+y-2z,\qquad s=x-y .
\end{equation}
Here $w$ labels the row and $s$ the position along it. The kink atom is the last atom of the last row of the top layer. A site other than the origin is therefore occupied if
\begin{equation}
\ell<0,\quad\text{or}\quad \ell=0,\ w<0,\quad\text{or}\quad
\ell=w=0,\ s<0 .
\label{eq:order}
\end{equation}

All three coordinates change sign when a site $\mathbf R$ is replaced by $-\mathbf R$. They vanish together at the origin alone: subtracting $w=0$ from $\ell=0$ gives $3z=0$, hence $y=-x$, and $s=2x=0$ then gives $x=0$. For any other site, the first nonzero coordinate in the order $\ell,w,s$ is negative for one member of the pair $\pm\mathbf R$ and positive for the other. Of each pair, exactly one site is occupied. The twelve neighbours form six pairs, so the kink atom has six neighbours and
\begin{equation}
\boxed{W_{\rm kink}=6\varepsilon=E_{\rm c}.}
\label{eq:kink}
\end{equation}

An explicit count agrees. Three neighbours lie below. In the row behind the edge are $(-1,0,1)$ and $(0,-1,1)$, both with $w=-3$. In the kink atom's own row, $(-1,1,0)$ is occupied and $(1,-1,0)$ is empty. The total is $3+2+1=6$. A step facing the opposite way has $w$ replaced by $-w$ in (\ref{eq:order}), and the pairing argument is unchanged.

Relaxation does not alter either result in this model. After an atom has gone, every remaining bond still has its best length $d$. Small displacements can only raise the energy of these bonds, and they cannot create new ones, because the second neighbours are out of range.

\section{Can a surface atom cost more than the average?}

It may seem odd that a terrace atom costs more than $E_{\rm c}$, since a crystal can be taken apart from its surface at an average price of $E_{\rm c}$ per atom. The later atoms of the layer restore the balance.

Take a complete (111) layer of $N$ atoms, without edges or with edges that can be neglected. Each atom has six bonds in the layer, each shared by two atoms of the layer, which makes $3N$ bonds. Each atom also has three bonds to the layer below, which makes another $3N$. Stripping the layer breaks each of these bonds once, whatever the order of removal, so
\begin{equation}
\frac1N\sum_{k=1}^{N}W_k=\frac{(3N+3N)\varepsilon}{N}
=6\varepsilon=E_{\rm c}.
\label{eq:layer}
\end{equation}
The first atom costs $9\varepsilon$. The last one is an isolated adatom, held from below by three bonds, and costs $3\varepsilon=E_{\rm c}/2$. In a periodic layer of 36 atoms stripped in random order, the explicit bond count gives 9 for the first atom, 3 for the last and 6 for the mean.

This balance exposes the tempting solution as well. Its rule charges $\varepsilon/2$ per broken bond, so stripping the layer would cost $3\varepsilon=E_{\rm c}/2$ per atom. Yet the stripped crystal has the same flat surface as before and has merely lost $N$ bulk atoms, which must cost $NE_{\rm c}$.

\section{Which result survives better bonding?}

The two boxed results differ in generality. Removing a kink atom moves the kink back by one site along its row. If the row is so long that its far end plays no part, the new surface is a shifted copy of the old one, and the crystal has lost one bulk atom. The cost is $E_{\rm c}$ whether or not the energy is a sum over pairs. Removing a terrace atom creates a new defect, a surface vacancy, whose energy depends on the kind of bonding.

A many-body model makes the contrast explicit. Let atom $i$, with $Z_i$ nearest neighbours, have energy
\begin{equation}
F(Z_i)=-\xi\sqrt{Z_i}+AZ_i ,\qquad F(0)=0,
\label{eq:many}
\end{equation}
with all bond lengths held at $d$. The square root is the second-moment approximation to band bonding, and $A$ describes repulsion. Now $E_{\rm c}=-F(12)$.

At the kink, the removed atom had coordination 6. Its neighbour in the same row goes from 7 to 6, the two in the row behind from 8 to 7 and from 9 to 8, and the three below from 10 to 9, from 11 to 10 and from 12 to 11. Hence
\begin{equation}
W_{\rm kink}=-F(6)+\sum_{Z=7}^{12}\left[F(Z-1)-F(Z)\right]
=-F(6)+F(6)-F(12)=E_{\rm c},
\end{equation}
because all intermediate terms of the sum cancel. The form of $F$ was not used.

At the terrace, the removed atom had coordination 9, six neighbours go from 9 to 8, and three go from 12 to 11:
\begin{align}
W_{\rm terrace}&=-F(9)+6[F(8)-F(9)]+3[F(11)-F(12)]\nonumber\\
&=\xi\left[3+6(3-\sqrt8)+3(\sqrt{12}-\sqrt{11})\right]-(9+6+3)A\nonumber\\
&=1.291\,\sqrt{12}\,\xi-18A .
\label{eq:manyterrace}
\end{align}
To fix $A$, let the repulsion vary with bond length $r$ as $e^{-p(r/d-1)}$ and the square-root term as $e^{-q(r/d-1)}$. The bulk energy per atom is stationary at $r=d$ if $q\sqrt{12}\,\xi=12pA$. With $\rho=q/p$ this means $12A=\rho\sqrt{12}\,\xi$ and $18A=1.5\rho\sqrt{12}\,\xi$, so that $E_{\rm c}=\sqrt{12}\,\xi-12A=(1-\rho)\sqrt{12}\,\xi$ and
\begin{equation}
\frac{W_{\rm terrace}}{E_{\rm c}}=\frac{1.291-1.5\rho}{1-\rho}.
\label{eq:manyratio}
\end{equation}
For $p=11$ and $q=2.3$, $\rho=0.209$ and the ratio is $1.24$. If $F$ were proportional to $Z$, the first line of (\ref{eq:manyterrace}) would give $(9+6+3)/12=1.5$, as it should for pair bonds. With the square root and the same $p$ and $q$, the removed atom's own part, $-F(9)$, rises from $0.75\,E_{\rm c}$ to $0.90\,E_{\rm c}$, but the part lost by its neighbours falls from $0.75\,E_{\rm c}$ to $0.34\,E_{\rm c}$. The second change is the larger one, so the total is lower. A neighbour that loses one of many bonds loses less than its average energy per bond, because the bonds it keeps become stronger.

\section{Numbers for a copper-like metal}

The given values $E_{\rm c}=3.5$ eV and $a=3.6$ angstrom are rough values for copper. They give $d=3.6/\sqrt2=2.546$ angstrom and $\varepsilon=3.5/6=0.5833$ eV. The main results are
\begin{align}
W_{\rm terrace}&=9\times0.5833\ \text{eV}=5.25\ \text{eV}
\quad(0.193\ \text{hartree}),\\
W_{\rm kink}&=6\times0.5833\ \text{eV}=3.50\ \text{eV}
\quad(0.129\ \text{hartree}).
\end{align}
With pair bonds an adatom costs $3\times0.5833=1.75$ eV. The many-body energy (\ref{eq:many}), with $p=11$ and $q=2.3$, raises this to $-F(3)+3[F(9)-F(10)]=2.37$ eV before relaxation, and to 2.57 eV if the forces reach out to $\sqrt5\,d$. Relaxation adds about 0.08 eV in both cases. The lattice constant sets the length scale but does not enter these energies once $E_{\rm c}$ is given.

For real copper it is a poor assumption that bonds are independent of each other. The decay parameters $p=11$ and $q=2.3$ are also rough values for this metal, and with them the terrace cost falls from 5.25 to 4.32 eV. Letting the atoms relax lowers it by a further 0.02 eV, to 4.30 eV. This was computed for a six-layer slab with 36 atoms per layer, one surface vacancy, a fixed list of bonds and a fixed lateral lattice constant. Both values hold for nearest-neighbour forces. If the same $p$ and $q$ act out to $\sqrt5\,d$, with $\xi$ and $A$ refitted to the same $E_{\rm c}$ and $d$, the terrace cost is 4.18 eV before relaxation and 4.16 eV after it, a shift of about 0.14 eV. The range also matters for pair forces: with a Lennard-Jones pair energy that has its minimum at $d$ and is summed out to $\sqrt7\,d$, the terrace ratio is 1.41 (1.39 for the full range at the equilibrium lattice constant), while the kink ratio stays at 1, since the pairing of $\pm\mathbf R$ holds at every distance. Thermal motion at 300 K has the classical scale $3k_{\rm B}T=0.078$ eV, about 2\% of $E_{\rm c}$. Among these effects many-body bonding is the largest. None of these model values is a measurement on copper, but they show that 1.5 should not be carried over to a metal as a precise factor.

\section{Meaning for the sputtering yield}

A collision cascade sets atoms below the surface in motion. Assume that their flux is isotropic and falls with energy as $1/E^2$, and that an atom leaving at angle $\theta$ to the normal must overcome a planar barrier $U$. The barrier acts on the normal motion, so escape requires $E\cos^2\theta>U$. The number crossing unit area carries a factor $\cos\theta$. At fixed $E>U$, the angular integral runs up to $\cos\theta_{\rm m}=\sqrt{U/E}$:
\begin{equation}
\int_0^{\theta_{\rm m}}2\pi\cos\theta\sin\theta\,d\theta
=\pi(1-\cos^2\theta_{\rm m})=\pi\left(1-\frac UE\right).
\end{equation}
The yield is therefore
\begin{equation}
Y\propto\pi\int_U^\infty\left(1-\frac UE\right)\frac{dE}{E^2}
=\pi\left(\frac1U-\frac{1}{2U}\right)=\frac{\pi}{2U}.
\label{eq:yield}
\end{equation}
With the same cascade and the removal cost taken as the barrier, the yield for terrace atoms relative to that for kink atoms is
\begin{equation}
\frac{Y_{\rm terrace}}{Y_{\rm kink}}
=\frac{W_{\rm kink}}{W_{\rm terrace}}=\frac{3.50}{5.25}=0.67 .
\end{equation}
Ending the cascade spectrum at $E_{\rm m}=500$ eV instead of infinity changes $1/(2U)$ into $(1-U/E_{\rm m})^2/(2U)$ and the ratio from 0.667 to 0.662. The relaxed many-body terrace cost changes it much more, to $3.50/4.30=0.81$ with nearest-neighbour forces and to $3.50/4.16=0.84$ with forces out to $\sqrt5\,d$.

Two cautions apply. First, $W$ is a difference between states at rest. An ejected atom may also leave energy behind in its neighbours, so $W$ is neither the energy a projectile must supply nor a complete account of the barrier.

Second, at high fluence a flat surface becomes rough, and atoms leave from terraces, steps, kinks and adatom sites. If every exposed atom receives the same flux, the yield per exposed atom depends on the average of $1/U$, not on the average cost. For equal numbers of terrace atoms and adatoms exposed to the same flux, the mean cost is $(1.5+0.5)E_{\rm c}/2=E_{\rm c}$, yet
\begin{equation}
\left\langle\frac1U\right\rangle
=\frac12\left(\frac{1}{1.5}+\frac{1}{0.5}\right)\frac1{E_{\rm c}}
=\frac{1.33}{E_{\rm c}} .
\end{equation}
With pair bonds, this mixture would at first yield a third more per exposed atom than a surface on which every atom had the barrier $E_{\rm c}$. It is not a steady state, however: its departing atoms cost only $E_{\rm c}/1.33=0.75\,E_{\rm c}$ on average.

Suppose that sputtering continues until the roughness no longer changes on average, with atoms leaving one at a time and no diffusion or redeposition. Suppose also, for the moment, that no atom loses all its neighbours before it leaves. The crystal then loses bulk atoms, so the departing atoms must cost $E_{\rm c}$ on average. If every exposed atom receives the same flux, atom $i$ with removal cost $W_i$ leaves at a rate proportional to $1/W_i$, and therefore
\begin{equation}
E_{\rm c}=\frac{\sum_i W_i\,(1/W_i)}{\sum_i 1/W_i}
=\frac{1}{\langle 1/W\rangle}.
\end{equation}
In this steady state the yield per exposed atom is that of a single barrier $E_{\rm c}$, although the individual costs differ. On a rough surface an atom can in fact lose its last neighbour, and it is then free at no cost. If such atoms appear at a rate $R_0$, in the units in which a bound atom leaves at the rate $1/W_i$, the balance becomes $\sum_i 1=E_{\rm c}\left(\sum_i 1/W_i+R_0\right)$, with the sums over bound exposed atoms. The total yield, free atoms included, still corresponds to the barrier $E_{\rm c}$, but $1/\langle 1/W\rangle$ for the bound atoms then lies above $E_{\rm c}$. Unequal flux alone does not change this barrier. If atom $i$ receives the flux $f_i$, it leaves at a rate proportional to $f_i/W_i$, and the same balance gives $\sum_i f_i/W_i=\sum_i f_i/E_{\rm c}$. The balance does rely on atoms leaving one at a time. If small groups of atoms are cut loose together, they carry their internal bonds away, and the average cost per lost atom lies below $E_{\rm c}$. On a real surface, such cluster emission, diffusion and redeposition can upset the balance, and $E_{\rm c}$ is then only an approximate surface binding energy.

\section*{Table of computed values}
\begin{verbatim}
INPUT, rough values typical of copper
cohesive energy: 3.50 eV
lattice constant: 3.60 angstrom
temperature: 300 K
repulsion decay parameter: 11.0
hopping decay parameter: 2.3
upper cascade energy: 500 eV
PAIR-BOND MODEL
nearest-neighbour distance: 2.546 angstrom
energy of one bond: 0.5833 eV
neighbours, bulk atom: 12
neighbours, terrace atom: 9
neighbours, kink atom: 6
terrace cost: 5.250 eV
terrace cost: 0.1929 hartree
kink cost: 3.500 eV
kink cost: 0.1286 hartree
adatom cost: 1.750 eV
flat-face cost / E_c, (1, 1, 1): 1.5000
flat-face cost / E_c, (1, 0, 0): 1.3333
flat-face cost / E_c, (1, 1, 0): 1.1667
terrace cost after relaxation: 5.250 eV
STRIPPING ONE COMPLETE LAYER
atoms in layer: 36
bonds broken, first atom: 9
bonds broken, last atom: 3
bonds broken, mean: 6.000
NEGLECTED EFFECTS
Lennard-Jones terrace / E_c: 1.4116
Lennard-Jones kink / E_c: 1.0000
many-body terrace cost, unrelaxed: 4.325 eV
many-body terrace / E_c, unrelaxed: 1.2356
many-body terrace cost, relaxed: 4.304 eV
many-body terrace / E_c, relaxed: 1.2296
relaxation change of cost: -0.0210 eV
largest relaxed bond strain: 1.83 percent
many-body kink / E_c, unrelaxed: 1.0000
thermal energy 3kT: 0.0776 eV
3kT / cohesive energy: 2.22 percent
SPUTTER YIELD RATIO, barrier model
terrace / kink barrier, no upper limit: 0.6667
terrace / kink barrier, finite cascade: 0.6620
many-body relaxed terrace / kink: 0.8132
\end{verbatim}
